Converging a shallow donor level in periodic supercells

**What dimensions and symmetry fix**

One electron is bound to a positive donor in a medium of permittivity ε. Far from the donor its potential energy is −C/r, with C = e²/(4πε₀ε). Now repeat the donor on a simple cubic lattice of period L and add a uniform background that makes the cell neutral. The images and the background add a smooth potential energy near each donor, which can be expanded in r/L.

C has the dimension energy × length, so a term of degree n in r has the form (number) × C rⁿ/Lⁿ⁺¹. Inversion symmetry removes odd n. At n = 2, cubic symmetry allows r² alone, because x², y² and z² must have equal coefficients. The first anisotropic term has n = 4. For a compact, nearly spherical state of size a_B, the level must therefore start as

E(L) = E_∞ + (number) C/L + (number) C a_B²/L³ + …

with no 1/L² term. This argument omits tunnelling between donors, which is exponentially small at large L but can dominate in small cells. The two effects must be separated before extrapolating.

**A chain of four sites, by hand**

Tunnelling can be studied alone if the potential has no long-range tail. Take a chain with hopping −t and one attractive site of energy −ut in every four. Measure energy from the middle of the host band, in units of t, and write the lowest level as −y.

At Bloch phase 0 the amplitudes satisfy φ(j+4) = φ(j). States even about the donor are built from |0⟩, (|1⟩+|3⟩)/√2 and |2⟩. The coupling of the first two is (−1−1)/√2 = −√2, and so is that of the last two. Setting the determinant of H + y to zero gives

(y − u)(y² − 2) − 2y = 0, so u = (y³ − 4y)/(y² − 2).

Choose y = 3. Then u = (27 − 12)/7 = 15/7.

At phase π, φ(j+4) = −φ(j). An even state then obeys φ(2) = −φ(−2) = −φ(2), so φ(2) = 0. The remaining states are |0⟩ and (|1⟩−|3⟩)/√2. The bond crossing the cell boundary changes sign, so their coupling is again −√2:

(y − u)y − 2 = 0, so y = [u + √(u² + 8)]/2 = 2.8457.

For an isolated attractive site, φ(j) = e^(−κ|j|). Away from the site, y = 2 cosh κ. At the site, y − u = 2e^(−κ). Subtracting gives u = 2 sinh κ, hence

y_∞ = √(u² + 4) = 2.9312.

The phase-0 level is wrong by 0.0688. The mean of the two levels, 2.9228, is wrong by 0.0083.

The reason appears for any even cell length N. The even solutions are cosh κ(j − N/2) at phase 0 and sinh κ(N/2 − j) at phase π, for 0 ≤ j ≤ N/2. The equation at site 0 gives

phase 0: u = 2 sinh κ tanh(κN/2)
phase π: u = 2 sinh κ coth(κN/2).

For large κN the last factors are 1 − 2e^(−κN) and 1 + 2e^(−κN). Their leading corrections are opposite, so the mean cancels them.

**The band centre in three dimensions**

A separate impurity band has the Fourier series

E(k) = Σ_n J(n) exp(iL k·n), with n a triple of integers.

J(0) is the donor level in the periodic potential, and the other J describe hopping between donors. Average over the eight points whose components are 0 or π/L. Each axis contributes [1 + (−1)^(n_i)]/2, which vanishes for odd n_i. Only terms with all three n_i even survive. By cubic symmetry the eight points reduce to four levels:

E_c = (E_Γ + 3E_X + 3E_M + E_R)/8.

For nearest-neighbour hopping J₁, the four levels relative to J(0) are 6J₁, 2J₁, −2J₁ and −6J₁. Their weighted sum is 6 + 6 − 6 − 6 = 0. The first hopping that survives is J(2,0,0), with total weight 6.

The width is W = E_R − E_Γ. Second-neighbour terms J₂ cancel in it, leaving −12J₁ − 16J₃ through the third shell.

To estimate its decay, consider the donor tail along a cube axis. In the host the tail e^(−κx) has energy 2t(1 − cosh κa), where a is the lattice spacing, so

cosh κa = 1 + |E_∞|/(2t).

The isolated binding energy enters because the constant image potential raises the level and the nearby potential together. Hopping is governed by the product of two tails on the midplane between donors. At distance ρ from the axis, each path is about L/2 + ρ²/L long. The product is e^(−κL − 2κρ²/L), and its integral over the plane is [πL/(2κ)]e^(−κL). Hence W ∝ L e^(−κL), up to slower factors. This is a large-L estimate for a nearly hydrogenic tail.

**The periodic Coulomb potential**

Let ψ_L be the potential of unit charges at the lattice points R with their background, so that V = −Cψ_L and

∇²ψ_L = −4π[Σ_R δ(r − R) − 1/L³], with zero average of ψ_L.

The bare image sum does not converge absolutely. Ewald's method splits 1/r into erfc(ηr)/r, which is short-ranged, and erf(ηr)/r, the potential of a Gaussian charge whose Fourier transform is e^(−G²/4η²). The second part is summed over reciprocal vectors G ≠ 0. The first part has cell average

(4π/L³) ∫₀^∞ r erfc(ηr) dr = π/(η²L³),

which must be subtracted:

ψ_L(r) = Σ_R erfc(η|r−R|)/|r−R| + (4π/L³) Σ_{G≠0} e^(−G²/4η²) cos(G·r)/G² − π/(η²L³).

Near the donor, define h = ψ_L − 1/r. This function is smooth and obeys ∇²h = 4π/L³. Symmetry gives h = −α/L + qr² + (terms of degree 4), where −α/L names the constant. Since ∇²r² = 6, we have q = 2π/(3L³), and

V(r) = −C/r + αC/L − βr² + …, with β = 2πC/(3L³).

The electron is repelled by the background less strongly when it sits off centre in its cell, which is why the quadratic term lowers the energy. Evaluation of the sum gives α = 2.837297. The r² coefficient extracted from it at L = 1 is 2.09440, equal to 2π/3 at the printed precision.

**Putting the donor on a lattice**

The host is a simple cubic tight-binding lattice with

E(k) = 2t Σ_i (1 − cos k_i a) ≈ ta²k² at small k.

Equating this to ħ²k²/(2m*) gives t = ħ²/(2m*a²). All donor energies below are measured from this band edge, with the average potential set to zero.

The value −C/r cannot be used at r = 0. Let the isolated donor site have energy −U₀; in the supercell it has −U₀ + αC/L. To choose U₀, take L = Na and superpose copies of ψ_L displaced by every site s of one cell. The result has zero average and a charge on every site, so it is ψ_a. Removing 1/r at the origin from both sides gives

Σ_{s≠0} ψ_L(s) − α/L = −α/a.

The sum of V over the sites of one cell is therefore αC/a − U₀. It vanishes for every N if U₀ = αC/a, and the lattice then has the same potential zero as the continuum. This is a convention for a featureless donor, not a model of a particular atom's core.

**The large-cell law**

The constant αC/L shifts the level without changing the state. The term −βr² is treated by perturbation theory:

E_c(L) ≈ E_∞ + αC/L − β⟨r²⟩ + E₂β².

Here ⟨r²⟩ belongs to the isolated donor, and E₂ is its second-order response to r². The last two terms scale as L⁻³ and L⁻⁶. Omitted are third order in β, the potential of degree 4 and above, and exponentially small terms. The first-order effect of the degree-4 potential vanishes for a spherical state. The lattice state is slightly cubic, which leaves a small L⁻⁵ term, below 0.0001 meV in size at N = 40 in the example below.

The continuum limit gives E₂ in closed form. Use lengths in a_B = ħ²/(m*C) and energies in C/a_B, so that ψ₀ ∝ e^(−r), E₀ = −1/2 and ⟨r²⟩ = 3. Write the first-order state as ψ₁ = −βgψ₀. Because ψ₀′ = −ψ₀, the first-order equation becomes

−g″/2 − g′/r + g′ = 3 − r².

Try g = −r³/3 − r² + c. Then g′ = −r² − 2r and g″ = −2r − 2. The left side is (r + 1) + (r + 2) − r² − 2r = 3 − r², as required.

The averages follow from ⟨rⁿ⟩ = (n+2)!/2ⁿ⁺¹. Orthogonality, ⟨g⟩ = 0, gives c = 7.5/3 + 3 = 5.5. Then

E₂ = ⟨r²g⟩ = −78.75/3 − 22.5 + 5.5 × 3 = −129/4.

A negative second-order energy is required for a ground state. The large coefficient warns that the expansion needs L well above a_B.

**The general procedure**

1. Choose even N and build V from the Ewald sum.
2. Fold the cell to one octant, as in the four-site chain. Each axis is periodic for a k component of 0 and antiperiodic for π/L.
3. Find the lowest level at Γ, X, M and R. Form E_c and W.
4. Subtract αC/L from E_c, not from the Γ level.
5. Fit the remainder to E_∞ + c₃/L³ + c₆/L⁶, and discard cells where tunnelling still distorts the centre.

For step 3, kinetic energy T is diagonal in products of the one-dimensional eigenvectors, while V is diagonal on sites. Start from the vector that a source on the donor site produces under 1/(T + Ry*)², where Ry* = C/(2a_B); this is the hydrogenic momentum shape. Diagonalize H in the current subspace, form the residual (H − E)φ, divide it by T + Ry* in the kinetic basis, orthogonalize it and add it to the subspace. The division damps the high kinetic energies that would otherwise slow convergence. Stop when the residual norm is below 10⁻⁸ eV.

As a test of folding and solver, the complete 512-site matrix for N = 8 was diagonalized at the four k points. The lowest levels agreed within 10⁻⁹ eV.

**A donor in the silicon regime**

Take rough values m* = 0.30 m₀, ε = 12 and a = 0.54 nm. They give t = 0.4355 eV, C = 0.120 eV nm, a_B = 2.117 nm, Ry* = 28.345 meV and U₀ = 0.6305 eV.

An open box with the bare Coulomb potential supplies an isolated reference without images or background; the periodic sum enters only through the number α in the site term U₀. It gives E_∞ = −28.9545 meV and ⟨r²⟩ = 12.855 nm². Reducing its half-width from 44a to 36a moves the level by 0.00003 meV. Adding small terms ±br² and taking the second difference of the energy gives E₂ ≈ −1.043 × 10⁴ nm⁴/eV; further digits depend on the step b.

In the table, energies are in meV. The last column is E_c minus the large-cell law.

| N | E_Γ | W | E_c | difference |
|---|---:|---:|---:|---:|
| 20 | −5.658 | 11.477 | 0.801 | 1.2104 |
| 32 | −10.413 | 0.943 | −9.896 | 0.0063 |
| 40 | −13.599 | 0.150 | −13.520 | −0.0004 |
| 64 | −19.182 | 0.0005 | −19.182 | 0.0000 |

At N = 40, L = 21.60 nm and the law reads

−28.9545 + 15.7624 − 0.3206 − 0.0065 = −13.5192 meV,

against a computed centre of −13.5197 meV. The 1/L shift is still more than half the binding energy, although the width is only 0.15 meV. A narrow impurity band is therefore no sign that the level has converged.

At N = 20, L is about 5.1a_B. The width is 40% of the isolated binding energy, and the law misses the centre by 1.21 meV. This cell is too small for the expansion.

The point k = (π/2, π/2, π/2)/L gives another view of the remainder. There all terms with an odd n_i cancel by symmetry, while J(2,0,0) enters with weight −6 instead of +6. At N = 32 this level lies 0.0110 meV below E_c. If longer hops are negligible, 12J(2,0,0) = 0.0110 meV, and E_c contains 6J(2,0,0) = 0.0055 meV. This is comparable with the 0.0063 meV difference in the table, but does not explain it alone. That difference also contains the omitted power terms, which are negative: about −0.0038 meV from third order in β, −0.0010 meV from fourth order and −0.0009 meV from the degree-4 potential. What is left, about +0.006 meV, lies in J(0), where tunnelling makes an exponentially small change of its own.

For N = 48 to 72, W/L decays at 0.478 nm⁻¹, compared with κ = 0.476 nm⁻¹. At N = 64 the ratio 3(E_X − E_Γ)/W is 1.008, close to the value 1 for nearest-neighbour hopping.

**Extrapolating to isolation**

Two cells suffice for a hand estimate. Subtracting the Madelung shifts at N = 48 and 64 gives

−16.0071 − 13.1353 = −29.1424 meV
−19.1817 − 9.8515 = −29.0332 meV.

The L⁻³ terms have the ratio (64/48)³ = 64/27. Eliminating them gives

E_∞ ≈ [(64/27)(−29.0332) + 29.1424]/(64/27 − 1) = −28.9535 meV.

This is 0.001 meV from the reference, about the amount expected from the neglected L⁻⁶ term. The three-term fit to N = 40, 48, 56, 64 and 72 gives −28.9545 meV. Its c₃ is −3.2311 eV nm³, against −2πC⟨r²⟩/3 = −3.2308 eV nm³. If the 1/L coefficient is also left free, the fit returns α = 2.8375.

By contrast, a straight line in 1/L through the Γ levels for N = 20 to 32 gives −17.80 meV, an error of 11.15 meV relative to the open-box level. In these cells hopping pushes E_Γ down most strongly at small L, against the upward Madelung shift, and so spoils the slope. The separated three-term fit to N = 28, 32 and 40 has an error of 0.028 meV. This comparison changes the cells as well as the treatment, so the improvement is not due to the separation alone.

**What the converged number means**

Convergence in L does not remove the lattice error. Halving a at fixed m*, with U₀ = αC/a adjusted, moves the isolated level by 0.48 meV to −28.48 meV, closer to the continuum value −28.35 meV. Extrapolation and open box agree to about 10⁻⁴ meV. The smaller gap of 10⁻⁵ meV for N = 40 to 72 owes something to cancellation between omitted power terms and residual tunnelling, and it moves by several 10⁻⁵ meV with the choice of cells. Either way it is agreement within one model.

Phosphorus in silicon binds its electron by roughly 45 meV, well above the 29 meV found here. The model has one isotropic valley on a simple cubic lattice, whereas silicon has six anisotropic valleys and a real donor has an atomic core. With rough masses of 0.9 and 0.2 m₀, a variational continuum estimate with one ellipsoidal exponential gives −29.11 meV; a converged basis lowers this by about 0.04 meV, still less than 1 meV below the isotropic continuum level. The core can matter more. Deepening the donor site by an illustrative 0.5 eV lowers the one-valley level by 5.7 meV, where first order (0.5 eV times the donor-site weight 0.00612) gives only 3.1 meV. If that term couples six valleys equally, their symmetric combination feels six times the depth, 3 eV. First order would lower it by 18.4 meV, but that estimate fails badly here: solving the one-valley lattice with the donor site 3 eV deeper puts the level near −1.37 eV, with 89% of the electron on that site. A level of −45 meV needs a total deepening of only about 0.79 eV, or 0.13 eV per valley. These depths belong to the chosen lattice: at half the spacing, where one site fills an eighth of the volume, the same level needs a total of about 4.3 eV. A core term can thus supply the missing binding in this model, but its strength has been fitted to the answer, so this is no prediction.

Two further limits concern use. At 300 K the thermal energy is 25.9 meV, comparable to the binding energy, so a bound electron cannot be assumed. Two electrons placed in the same hydrogenic donor orbital repel by 35.4 meV. At N = 40, a donor density of 9.9 × 10¹⁶ cm⁻³, this far exceeds the 0.15 meV bandwidth. The computed band is therefore a tool for removing a finite-cell error, not the spectrum of a crystal with one electron per donor.

The shift αC/L also belongs to a specific quantity: the level of one electron in the field of ionized donors and a background. It must not be applied unchanged to the total energy of a charged cell, or to a self-consistent neutral donor, where the periodic electron clouds alter the potential. The numerical output lists the remaining cells and fits.

Numbers as computed

```
effective mass 0.30 m0, permittivity 12.0, spacing 0.54 nm
hopping t = 0.4355 eV, C = 0.12000 eV nm
donor Bohr radius = 2.1167 nm, Rydberg = 28.3452 meV
Madelung constant alpha = 2.837297, site term U0 = 0.6305 eV
site sum of potential, N=20: 1.8e-12 eV
r^2 coefficient of unit potential = 2.09440, 2pi/3 = 2.09440
isolated level, open box = -28.9545 meV
shift for box half-width 36a instead of 44a = 0.00003 meV
isolated level at half spacing = -28.4772 meV
spacing shift (half minus full) = 0.4774 meV
<r^2> = 12.8554 nm^2, donor-site weight = 0.00612
second-order response E2 = -10434.9 nm^4/eV
Table, energies in meV, L in nm; diff = centre - predicted
 N     L     Gamma     width    centre  Madelung  r2-term     diff
20  10.80   -5.6577  11.47738    0.8005   31.5248  -2.5647   1.21042
24  12.96   -7.0056   5.23335   -4.0476   26.2706  -1.4842   0.25968
28  15.12   -8.6520   2.27367   -7.3798   22.5177  -0.9347   0.04686
32  17.28  -10.4133   0.94319   -9.8962   19.7030  -0.6262   0.00625
40  21.60  -13.5985   0.15009  -13.5197   15.7624  -0.3206  -0.00043
48  25.92  -16.0187   0.02276  -16.0071   13.1353  -0.1855  -0.00015
56  30.24  -17.8151   0.00336  -17.8134   11.2588  -0.1168  -0.00004
64  34.56  -19.1820   0.00049  -19.1817    9.8515  -0.0783  -0.00002
72  38.88  -20.2529   0.00007  -20.2528    8.7569  -0.0550  -0.00001
second-order term at N=40 = -0.00649 meV
donor density at N=40 = 9.923e+16 cm^-3
special k point minus centre, N=32 = -0.01098 meV
3(E_X-E_Gamma)/width, N=64 = 1.0084
decay of width/L, N=48-72 = 0.4782 1/nm, kappa = 0.4762 1/nm
alpha from free fit, N=40-72 = 2.83745
extrapolated level, N=40-72 = -28.95452 meV
its error against open box = 0.00001 meV
c3 fitted = -3.2311 eV nm^3, from <r^2> = -3.2308 eV nm^3
naive Gamma line in 1/L, N=20-32 = -17.8012 meV
naive error = 11.1533 meV
separated fit, N=28,32,40 = -28.9261 meV
separated error = 0.0284 meV
anisotropic masses 0.9, 0.2 m0: level = -29.108 meV
shift for donor site deeper by 0.5 eV = -5.681 meV
same, six valleys, first order = -18.367 meV
two-electron repulsion on one donor = 35.431 meV
thermal energy at 300 K = 25.852 meV
```
